Fourth-order superexchange between two metal spins through one ligand orbital

**1. Definitions and conventions**

The description uses holes. The vacuum |0⟩ has metal orbitals d1 and d2 and one bridging ligand orbital p filled with electrons. The system contains two holes. The three orbitals are orthonormal, each site contributes only one orbital, and the two metal orbitals have equal energy. Spin–orbit coupling is omitted.

The operators d_iσ† and pσ† create holes of spin σ = ↑, ↓. Energies are measured from the configuration with one hole on each metal:

H = H0 + T

H0 = Δ n_p + U Σ_i n_i↑n_i↓ + U_p n_p↑n_p↓ + V Σ_i n_i n_p

T = Σ_iσ t_i (pσ† d_iσ + d_iσ† pσ), i = 1, 2.

Here Δ is the cost of moving a hole from a metal to the ligand, before repulsion is counted. V is the repulsion between a metal hole and a ligand hole. U and U_p are the repulsions of two holes in one metal or one ligand orbital. Repulsion between holes on different metals is set to zero. The hopping amplitudes t1 and t2 are real and may have either sign.

The excited configurations are of three kinds, with these energies:

- One metal hole and one ligand hole: E1 = Δ + V.
- Two holes on one metal: U.
- Two holes on the ligand: W = 2Δ + U_p.

All three are taken positive, and |t1| and |t2| are small compared with them. The low-energy states are then one singlet and one triplet. Their splitting defines J:

H_eff = constant + J S1·S2, J = E_T − E_S.

The spins are dimensionless. Since S1·S2 is −3/4 in the singlet and +1/4 in the triplet, this Hamiltonian does give a splitting J. Positive J is antiferromagnetic. Code that uses H = −2J′ S1·S2 needs J′ = −J/2.

The result to be derived is

J4 = (4 t1² t2² / E1²) (1/U + 2/W).

The subscript gives the perturbation order.

**2. Two-hole states and their matrix elements**

For different orbitals a and b, define

|S_ab⟩ = (a↑†b↓† − a↓†b↑†)|0⟩/√2

|T_ab⟩ = a↑†b↑†|0⟩

|D_a⟩ = a↑†a↓†|0⟩.

Exchanging the creation operators shows that |S_ab⟩ = |S_ba⟩ and |T_ab⟩ = −|T_ba⟩. One triplet component is enough, because H conserves total spin and all three components have the same energy.

T moves one hole at a time. In a two-hole state it replaces a d_i† by t_i p†, or a p† by t1d1† + t2d2†, and sums over the two holes. If b is replaced by a in |S_ab⟩, the result is

(a↑†a↓† − a↓†a↑†)|0⟩/√2 = √2 |D_a⟩.

The two terms add because a↓†a↑† = −a↑†a↓†. This is the origin of the √2 factors in the singlet matrix elements that follow. The singlet matrix elements follow from

T|S12⟩ = t1|S2p⟩ + t2|S1p⟩

T|S1p⟩ = t2|S12⟩ + √2 t1|D1⟩ + √2 t1|Dp⟩

T|S2p⟩ = t1|S12⟩ + √2 t2|D2⟩ + √2 t2|Dp⟩.

In the triplet, the same replacement would put two holes of equal spin into one orbital. That state vanishes. Hence

T|T12⟩ = t1|Tp2⟩ + t2|T1p⟩

T|Tp2⟩ = t1|T12⟩, T|T1p⟩ = t2|T12⟩.

**3. The fourth-order energy formula**

Let |g⟩ be |S12⟩ or |T12⟩. Spin conservation prevents these states from mixing, so each is the single model state of its own sector. Let Q project onto the excited configurations. Eliminating their amplitudes from the Schrödinger equation gives

E = ⟨g|T Q [E − H0 − QTQ]⁻¹ Q T|g⟩,

because H0|g⟩ = 0 and ⟨g|T|g⟩ = 0. Define R = −Q/H0, with the inverse taken in the excited space. Since E begins at second order,

Q/(E − H0) = R − E R² + higher orders.

Expanding the inverse in QTQ as well gives, through fourth order,

E(2) = ⟨g|T R T|g⟩

E(4) = ⟨g|T R T R T R T|g⟩ − E(2)⟨g|T R² T|g⟩.

Odd orders vanish because each T changes the number of ligand holes by one, whereas the initial and final states both have none. The last term in E(4) is the folded term. It arises from the energy dependence of the second-order denominator.

**4. Second order and the folded term**

Write τ = t1² + t2². In either spin sector, one application of T reaches two orthogonal states with squared amplitudes t1² and t2², both at energy E1. Therefore

E(2) = −τ/E1

⟨g|T R² T|g⟩ = τ/E1²

−E(2)⟨g|T R² T|g⟩ = +τ²/E1³.

These terms are equal for singlet and triplet. Each hole lowers its energy by visiting the ligand and returning, whatever the other spin does. No exchange coupling appears at this order.

For the triplet, a second hop can only return to |T12⟩, which R removes. The fourth-order energy is therefore the folded term alone:

E_T(4) = τ²/E1³.

**5. The two singlet channels**

After the first hop and its denominator,

R T|S12⟩ = −(t1|S2p⟩ + t2|S1p⟩)/E1.

Apply T again and keep the excited part:

QTR T|S12⟩ = −(√2 t1t2/E1)(|D1⟩ + |D2⟩) − (2√2 t1t2/E1)|Dp⟩.

The coefficient of |Dp⟩ is twice that of either metal state. In one route the hole on metal 1 moves first; in the other, the hole on metal 2 moves first. Both routes end in the same ligand state with the same sign and magnitude, so their amplitudes must be added before squaring.

The remaining half of the process is the Hermitian conjugate of the first. Each doubly occupied state contributes minus its squared amplitude divided by its energy:

metal channel = −2 × 2t1²t2²/(E1²U) = −4t1²t2²/(E1²U)

ligand channel = −8t1²t2²/(E1²W).

Including the folded term,

E_S(4) = τ²/E1³ − (4t1²t2²/E1²)(1/U + 2/W).

Subtracting this from E_T(4) gives J4. In the four-dimensional spin space, 1/4 − S1·S2 equals 1 for the singlet and 0 for the triplet. The operator form through fourth order is therefore

H_eff = −τ/E1 + τ²/E1³ − J4(1/4 − S1·S2).

If W tends to infinity at fixed E1, only the metal channel remains. Then J4 = 4t_eff²/U, with |t_eff| = |t1t2|/E1. This is the exchange produced by an effective direct hop. If U tends to infinity instead, J4 tends to 8t1²t2²/(E1²W). A prohibitive metal repulsion therefore does not remove the coupling. The ligand channel is the larger one when W < 2U. If either hopping vanishes, so does J4, because the ligand orbital no longer connects the metals.

**6. Equal hoppings: closed equations and the next order**

Let |t1| = |t2| = t. A relative minus sign can be absorbed by changing the sign of d2, so take both hoppings equal to t. The singlet |S12⟩ then couples only to the even combinations

|B⟩ = (|S1p⟩ + |S2p⟩)/√2, |M⟩ = (|D1⟩ + |D2⟩)/√2,

and to |Dp⟩ through |B⟩. With amplitudes c0, cB, cM and cL for |S12⟩, |B⟩, |M⟩ and |Dp⟩, the Schrödinger equation is

E c0 = √2 t cB

(E − E1)cB = √2 t c0 + √2 t cM + 2t cL

(E − U)cM = √2 t cB

(E − W)cL = 2t cB.

Use the other three equations to eliminate c0, cM and cL from the second, and divide by cB:

E − E1 = 2t²/E + 2t²/(E − U) + 4t²/(E − W).

Solving for the E in the first denominator gives the singlet equation

E_S = −2t² / [E1 − E_S − 2t²/(U − E_S) − 4t²/(W − E_S)].

The triplet lacks the last two denominator terms:

E_T = −2t²/(E1 − E_T).

The roots that tend to zero with t are the required energies. To find the first correction to J4, set x = t² and define

a = 2/U + 4/W, b = 2/U² + 4/W².

The singlet equation becomes E = −2x/(E1 − q), where

q = E + ax + bxE + O(x³).

Expanding the denominator,

E = −(2x/E1)(1 + q/E1 + q²/E1² + …).

The first-order energy in x is −2x/E1. Thus the first two orders of q are

q1 = x(a − 2/E1)

q2 = −2xq1/E1² − 2bx²/E1
 = x²(4/E1³ − 2a/E1² − 2b/E1).

The x³ energy is

−(2x/E1²)(q2 + q1²/E1)
 = −(2x³/E1²)(8/E1³ − 6a/E1² − 2b/E1 + a²/E1).

Setting a = b = 0 gives the corresponding triplet energy. Triplet minus singlet is

J6 = −(2t⁶/E1³)(6a/E1 + 2b − a²).

Inserting a and b shows that the bracket is negative, and J6 positive, only when 2E1(U + 2W) > 3W(2U + W). This requires W < 4E1/3, that is V > Δ/2 + 3U_p/4. J4 is therefore not a strict upper bound on the model's J, but whenever W ≥ 4E1/3, as in the example below, the first correction lowers J.

**7. Two omitted couplings that can compete**

*Metal–ligand direct exchange.* Let K > 0 be the direct exchange between a metal hole and a ligand hole. It lowers their triplet to E1 − K and raises their singlet to E1 + K. Second order now distinguishes the spins:

J_K = −τ/(E1 − K) + τ/(E1 + K)
 = −2τK/(E1² − K²)
 ≈ −2τK/E1².

This contribution is ferromagnetic. It contains two hoppings, whereas J4 contains four, so a small K can matter. For equal hopping magnitudes, setting −4t²K/E1² + J4 = 0 gives the leading cancellation estimate

K_c = t²(1/U + 2/W).

*Direct metal–metal hopping.* Add t′ Σσ(d1σ†d2σ + d2σ†d1σ). Third-order processes with one direct hop and two ligand hops now contribute. Their two denominators have a positive product.

In the singlet, one route is S12 → D1 → S1p → S12. Its numerator is (√2t′)(√2t1)t2 = 2t1t2t′. There is an equal route through D2, and each can run backwards. Together they give 8t1t2t′/(E1U).

The other routes keep one hole on the ligand while the metal hole hops directly. In the singlet, the two directions give 2t1t2t′/E1². In the triplet they give −2t1t2t′/E1², because the two holes return with their order exchanged. Thus

J3 = −4t1t2t′[1/E1² + 2/(E1U)].

Its sign depends on t1t2t′, a product unchanged by redefining orbital signs. Direct hopping also gives the second-order term 4t′²/U, since |S12⟩ couples to each of |D1⟩ and |D2⟩ with amplitude √2t′.

**8. Example: a hydroxide-bridged copper(II) precursor**

Consider a copper(II) dimer with one bent hydroxide bridge. Each copper supplies one hole. The oxygen p orbital along the Cu–Cu direction is the bridge. The other in-plane p orbital points along the bisector, where the O–H bond is assumed to make a hole more costly. This motivates the single-orbital model.

The round, rough inputs are t1 = 0.80 eV, t2 = −0.80 eV, Δ = 5.00 eV, V = 1.00 eV, U = 8.00 eV and U_p = 5.00 eV. Hence

E1 = 5.00 + 1.00 = 6.00 eV

W = 2 × 5.00 + 5.00 = 15.00 eV.

The two parts of J4 are

metal: 4(0.80)⁴/(6.00² × 8.00) eV = 5.69 meV

ligand: 8(0.80)⁴/(6.00² × 15.00) eV = 6.07 meV.

Their sum is 11.76 meV, or 94.8 cm⁻¹; divided by k_B it is 136 K. The ligand channel supplies 51.6% of J4. Omitting it would roughly halve the coupling, even though its intermediate state lies almost twice as high as the metal one. The doubled amplitude compensates for the larger denominator.

For these inputs, J6 = −0.84 meV. The sum through sixth order is 10.91 meV, while full diagonalization of the same model gives 10.96 meV, or 88.4 cm⁻¹. Fourth order is thus 7.3% above the full-model value. That percentage measures the truncation of the series, not the error for a real compound. It grows with the hopping: with the other inputs fixed, the full model reaches 300 cm⁻¹ at t = 1.10 eV and 500 cm⁻¹ at t = 1.27 eV, where J4 is 14% and 19% too high.

**9. From J to the magnetic moment**

Suppose that only the singlet and triplet are thermally occupied, that both metals have the same isotropic g, and that the field is weak. Let M be the total spin projection. Its zero-field average vanishes, so the susceptibility per dimer is

χ = g²μ_B²⟨M²⟩/(k_BT).

Relative to the singlet, each triplet component has weight exp(−J/k_BT). Two of the three components have M² = 1. Therefore

⟨M²⟩ = 2exp(−J/k_BT)/[1 + 3exp(−J/k_BT)]
 = 2/[3 + exp(J/k_BT)].

Define the effective moment per copper, in units of μ_B, by μ_eff² = 3k_BTχ/(2μ_B²). Then

μ_eff² = 3g²/[3 + exp(J/k_BT)].

With J = 0 and g = 2, this gives √3 = 1.73. With the full-model J, for which J/k_B = 127 K, it gives 1.63 at 300 K and 1.21 at 77 K.

A plausible shift to g = 2.15 raises the 300 K value to 1.75, slightly above the uncoupled value for g = 2. One room-temperature moment therefore cannot separate this exchange coupling from a g shift. The ratio of moments at two temperatures is more useful: if g is temperature-independent, it cancels. Here the ratio is 1.21/1.63 = 0.74, compared with 1 for uncoupled spins. Using this ratio for a precursor requires isolated dimers and data corrected for diamagnetism, temperature-independent paramagnetism and magnetic impurities.

**10. How far the example can be trusted**

Each comparison below starts from the full-model value, 10.96 meV, and holds the original inputs fixed.

*Direct exchange.* Here and below, K only splits the singlet and triplet of one metal hole and one ligand hole; hopping of hole pairs between metal and ligand is left out. An assumed K = 20 meV has a leading effect of −1.42 meV. Full diagonalization gives J = 9.60 meV. The leading estimate for complete cancellation is K_c = 165 meV, and the full model gives 162 meV.

*Direct hopping.* For |t′| = 20 meV, J3 has magnitude 3.56 meV. Because t1t2 is negative here, positive t′ raises J to 14.54 meV and negative t′ lowers it to 7.76 meV. The assumed t′ is only 2.5% of t, yet its effect exceeds the error of the fourth-order series.

*The second oxygen orbital.* Take a Cu–O–Cu angle of 140° and let each copper couple to the oxygen p component along its Cu–O direction. The two components along the bisector have the same sign, and their hopping is

t_y = t cot(70°) = 0.291 eV.

Give this orbital an extra cost of 3.00 eV and the same V and U_p as the first. Let the oxygen Hund exchange be 0.60 eV, with pair hopping of the same size between the two oxygen orbitals, and let the repulsion between holes in different oxygen orbitals be U_p − 2 × 0.60 eV = 3.80 eV, before exchange. Then J falls to 9.11 meV. Part of the reduction follows from the amplitude for reaching a doubly occupied metal. It is now proportional to t1t2/E1 + t_y²/(E1 + 3.00 eV), whose terms have opposite signs. At fourth order this lowers J by 0.96 meV. The doubly occupied oxygen states change little and raise J by 0.07 meV. The largest part, a reduction of 1.03 meV, comes from a channel absent in the single-orbital model: one hole in each oxygen orbital. Because t1 = −t2, the routes to this configuration cancel in the singlet and add in the triplet, so only the triplet is lowered, through a state at 5.00 + 8.00 + 3.80 − 0.60 = 16.20 eV. The three parts sum to −1.92 meV, close to the full change of −1.85 meV.

With this second orbital and K = 20 meV between each metal and both oxygen orbitals, J is 7.69 meV, about 30% below the single-orbital value.

Real hydroxide-bridged copper(II) dimers range roughly from ferromagnetic coupling to antiferromagnetic coupling of several hundred cm⁻¹, depending strongly on bridge geometry. Many have two bridges rather than the one treated here. The example's 88 cm⁻¹ lies within that broad range, but this agreement does not validate its parameters. Real compounds break the assumption of one isolated bridge orbital, and the tested omissions move J from 10.96 meV to values between 7.69 and 14.54 meV. These are sample changes for the small assumed K and t′, not error bounds: K = 100 meV alone gives 4.19 meV, K = 162 meV gives zero, and K = 20 meV with the second orbital and t′ = −20 meV gives 4.77 meV. The hopping is also a sensitive input: because J4 varies as t⁴ when the other inputs are fixed, a 10% increase in t raises J4 by 46%.

For a particular precursor, the hoppings and energies should therefore be obtained for its actual geometry. If K, t′ or a second ligand orbital has an effect comparable with J4, it should be included in the two-hole Hamiltonian and the singlet–triplet gap found by diagonalization. The numerical output lists the main values used here to more digits than the rough inputs justify physically; the extra digits serve to check an implementation.

Computed results

```
Hopping magnitude t: 0.80 eV
Ligand hole cost Delta: 5.00 eV
Metal-ligand repulsion V: 1.00 eV
Metal double-hole cost U: 8.00 eV
Ligand double-hole repulsion Up: 5.00 eV
One-ligand-hole energy E1: 6.00 eV
Two-ligand-hole energy W: 15.00 eV
Small parameter 2 t^2/E1^2: 0.0356 (no unit)
Second-order common shift: -213.33 meV
Fourth-order folded shift: 7.585 meV
J metal channel: 5.689 meV
J ligand channel: 6.068 meV
Ligand share of fourth-order J: 51.6 %
J fourth order: 11.757 meV
J fourth order: 94.8 cm^-1
J fourth order / kB: 136.4 K
J sixth-order term: -0.844 meV
J through sixth order: 10.913 meV
J full diagonalization: 10.956 meV
J full diagonalization: 88.4 cm^-1
J full diagonalization / kB: 127.1 K
Fourth-order excess over full J: 7.3 %
Full singlet energy: -217.200 meV
Full triplet energy: -206.244 meV
Moment per Cu, J = 0, g = 2: 1.732 Bohr magneton
Moment per Cu, 300 K, fourth order: 1.619 Bohr magneton
Moment per Cu, 300 K, full J: 1.628 Bohr magneton
Moment per Cu, 77 K, full J: 1.209 Bohr magneton
Shifted g value, assumed: 2.15 (no unit)
Moment per Cu, 300 K, shifted g: 1.750 Bohr magneton
Direct exchange K, assumed: 20.0 meV
Leading J shift from K: -1.422 meV
Full J with K: 9.603 meV
K cancelling J, leading estimate: 165.3 meV
K cancelling J, full model: 162.1 meV
Direct hopping magnitude, assumed: 20.0 meV
Leading J shift, positive direct hopping: 3.556 meV
Full J, positive direct hopping: 14.544 meV
Full J, negative direct hopping: 7.763 meV
Bridge angle, assumed: 140.0 degrees
Second oxygen orbital extra cost: 3.00 eV
Oxygen Hund exchange, assumed: 0.60 eV
Second oxygen orbital hopping: 0.291 eV
Full J with second oxygen orbital: 9.106 meV
Full J with K and second orbital: 7.685 meV
```
